\section*{Landau levels of bilayer graphene and the winding number}

\section*{Problem}

In Bernal bilayer graphene the sites $B_1$ and $A_2$ lie on top of each other and are coupled by $\gamma_1$. Near the valley $K$, in the basis $(A_1,B_1,A_2,B_2)$, take the Hamiltonian
\begin{equation}
H_4=\begin{pmatrix}0&v\pi^\dagger&0&0\\ v\pi&0&\gamma_1&0\\ 0&\gamma_1&0&v\pi^\dagger\\ 0&0&v\pi&0\end{pmatrix},\qquad \pi=\pi_x+i\pi_y,\quad \boldsymbol\pi=\mathbf p+e\mathbf A .
\label{four}
\end{equation}
The electron charge is $-e$, and the field $B>0$ points along $z$. In the other valley $\pi$ is replaced by $-\pi^\dagger$. Interactions, disorder, Zeeman splitting, a bias between the layers, the skew interlayer hopping $\gamma_4$ and the on-site energy $\Delta'$ of the dimer sites are left out.

\begin{enumerate}
\item Derive the two-band Hamiltonian on $(A_1,B_2)$ for $|E|\ll\gamma_1$.
\item Find its levels and eigenstates in the field. How many states have zero energy, and on which sublattice do they lie?
\item Find the winding number and the Berry phase of the zero-field bands. Compare Onsager's quantization rule with the levels of part 2. What does the winding number determine that the Berry phase does not?
\item Trigonal warping adds $v_3\pi^\dagger$ to the lower-left element of the two-band Hamiltonian, and the adjoint to the upper-right one. What happens to the winding number and to the zero modes?
\item For $v=10^6$ m/s, $\gamma_1=0.4$ eV and $B=1$ T, evaluate the levels and compare them with those of $H_4$.
\end{enumerate}

\section*{Solution}

\subsection*{1. The two-band Hamiltonian}

The second and third rows of $H_4\psi=E\psi$ are
\begin{equation}
E\psi_{B1}=v\pi\psi_{A1}+\gamma_1\psi_{A2},\qquad
E\psi_{A2}=\gamma_1\psi_{B1}+v\pi^\dagger\psi_{B2}.
\end{equation}
At low energy $\psi_{B1}$ and $\psi_{A2}$ are both small, of relative order $vp/\gamma_1$. The left sides are therefore smaller than the $\gamma_1$ terms by a factor of order $E/\gamma_1$. Dropping them gives
\begin{equation}
\psi_{A2}=-\frac{v}{\gamma_1}\pi\psi_{A1},\qquad \psi_{B1}=-\frac{v}{\gamma_1}\pi^\dagger\psi_{B2}.
\end{equation}
Inserting these in the first row, $E\psi_{A1}=v\pi^\dagger\psi_{B1}$, and the fourth, $E\psi_{B2}=v\pi\psi_{A2}$, gives
\begin{equation}
H=-\frac1{2m}\begin{pmatrix}0&(\pi^\dagger)^2\\ \pi^2&0\end{pmatrix},\qquad \frac1{2m}=\frac{v^2}{\gamma_1}.
\label{two}
\end{equation}

\subsection*{2. Levels in the field}

The components of $\boldsymbol\pi$ do not commute:
\begin{equation}
[\pi_x,\pi_y]=e[p_x,A_y]+e[A_x,p_y]=-i\hbar e(\partial_xA_y-\partial_yA_x)=-i\hbar eB .
\end{equation}
Hence $[\pi^\dagger,\pi]=2i[\pi_x,\pi_y]=2\hbar eB$, and
\begin{equation}
a=\frac{\pi^\dagger}{\sqrt{2\hbar eB}},\qquad [a,a^\dagger]=1 .
\end{equation}
With $\omega_c=eB/m$ we have $(\pi^\dagger)^2/2m=\hbar\omega_c a^2$. The eigenvalue equations are
\begin{equation}
E\psi_A=-\hbar\omega_c\,a^2\psi_B,\qquad E\psi_B=-\hbar\omega_c\,a^{\dagger2}\psi_A .
\label{pair}
\end{equation}

Multiply the second equation by $E$ and insert the first: $E^2\psi_B=(\hbar\omega_c)^2a^{\dagger2}a^2\psi_B$. With $\hat N=a^\dagger a$ and $\hat Na=a(\hat N-1)$,
\begin{equation}
a^{\dagger2}a^2=a^\dagger\hat Na=a^\dagger a(\hat N-1)=\hat N(\hat N-1).
\end{equation}
Thus $\psi_B\propto|n\rangle$. For $E\neq0$ the first of equations (\ref{pair}) then gives $\psi_A=\mp|n-2\rangle$. Up to an overall sign,
\begin{equation}
E_{n\pm}=\pm\hbar\omega_c\sqrt{n(n-1)},\qquad
\psi_{n\pm}=\frac1{\sqrt2}\begin{pmatrix}|n-2\rangle\\ \mp|n\rangle\end{pmatrix},\qquad n=2,3,\dots
\label{levels}
\end{equation}

At $E=0$ the two equations decouple into $a^2\psi_B=0$ and $a^{\dagger2}\psi_A=0$. The first requires $\hat N(\hat N-1)\psi_B=0$, which leaves $|0\rangle$ and $|1\rangle$. For the second,
\begin{equation}
a^2a^{\dagger2}=a(\hat N+1)a^\dagger=aa^\dagger(\hat N+2)=(\hat N+1)(\hat N+2),
\end{equation}
which has no zero eigenvalue. Valley $K$ therefore has two zero modes for each spin, both on $B_2$.

In the other valley $\pi^2$ and $(\pi^\dagger)^2$ change places, so the spectrum is the same and the two zero modes lie on $A_1$.

To count the states in a level, use the gauge $\mathbf A=(0,Bx)$ and wave functions $e^{iky}f(x)$. Then $\pi_y=\hbar k+eBx$, and the orbit is centred at $x=-k\ell^2$ with $\ell^2=\hbar/eB$. In a sample $L_x\times L_y$ the allowed $k$ are $2\pi/L_y$ apart and span a range $L_x/\ell^2$. This gives $L_xL_y/2\pi\ell^2$ states, or $eB/h$ per area. Two orbitals, two valleys and two spins put $8eB/h$ states per area at zero energy.

\subsection*{3. Winding, Berry phase and the semiclassical rule}

At $B=0$ write $\pi=pe^{i\varphi}$. The lower-left element of $H$ is $h_{21}=-p^2e^{2i\varphi}/2m$. Its phase advances by $4\pi$ around the origin, so the winding number is $W=2$. The conduction band has $E=p^2/2m$ and
\begin{equation}
u=\frac1{\sqrt2}\begin{pmatrix}1\\-e^{2i\varphi}\end{pmatrix},\qquad
\Gamma=i\int_0^{2\pi}\langle u|\partial_\varphi u\rangle\,d\varphi=i\cdot i\cdot2\pi=-2\pi .
\end{equation}
A Berry phase is defined modulo $2\pi$, so this one is equivalent to zero.

Onsager's rule could also contain an orbital magnetic moment, proportional to $\mathrm{Im}\langle\partial_{p_x}u|(H-E)|\partial_{p_y}u\rangle$. Here $u$ depends on $\mathbf p$ through $\varphi$ alone. The matrix element is $(\partial_{p_x}\varphi)(\partial_{p_y}\varphi)\langle\partial_\varphi u|(H-E)|\partial_\varphi u\rangle$, which is real, so the moment vanishes for $p\neq0$. The rule for the orbit area in momentum space is then
\begin{equation}
\pi p^2=2\pi mE=2\pi\hbar eB\left(N+\tfrac12-\frac{\Gamma}{2\pi}\right)
\quad\Rightarrow\quad E=\hbar\omega_c\left(N+\tfrac12\right),
\label{onsager}
\end{equation}
where the integer $\Gamma/2\pi$ has been absorbed in $N$.

For comparison, set $\nu=n-\tfrac12$ in (\ref{levels}). Since $n(n-1)=\nu^2-\tfrac14$,
\begin{equation}
\frac{E_{n+}}{\hbar\omega_c}=\nu\sqrt{1-\frac1{4\nu^2}}\approx\left(n-\tfrac12\right)-\frac1{8(n-\frac12)} .
\end{equation}
This agrees with (\ref{onsager}) at large $n$, with $N=n-1$. For $n=2$ the rule gives $1.5$ against $1.414$; for $n=6$ it gives $5.5$ against $5.477$.

The rule does not say where $N$ starts. An ordinary parabolic band has the same Berry phase modulo $2\pi$, and its lowest level is $N=0$, at $\tfrac12\hbar\omega_c$. In the bilayer that level is missing from the conduction band, and its mirror image is missing from the valence band. Two zero modes stand in their place.

A count of states confirms this. Without the field, the conduction band of one valley and spin has $\pi p^2/(2\pi\hbar)^2=mE/2\pi\hbar^2$ states per area below $E$. In units of $eB/h$ this number is $E/\hbar\omega_c$, which is close to $n-\tfrac12$ at $E=E_{n+}$. With the field, the spectrum is symmetric about zero, so half of the zero modes is assigned to each band. Counting to the middle of level $n$ gives
\begin{equation}
\underbrace{\tfrac12\cdot2}_{\text{zero modes}}+\underbrace{(n-2)}_{\text{full levels}}+\tfrac12=n-\tfrac12 .
\end{equation}

The number of zero modes is tied to $W$ itself, not to its value modulo two. If $h_{21}\propto\pi^W$ with $W\geq1$, the winding number is $W$. The zero modes on $B_2$ obey $a^W\psi_B=0$, with the $W$ solutions $|0\rangle,\dots,|W-1\rangle$, while $a^{\dagger W}\psi_A=0$ has none. The bilayer is the case $W=2$.

\subsection*{4. Trigonal warping}

Measure momentum in units of $2mv_3$ and write it as $z=re^{i\varphi}$. Then $h_{21}\propto-z^2+\bar z$. On a large circle $z^2$ dominates and the winding number is still 2. The bands now touch where $r^2e^{2i\varphi}=re^{-i\varphi}$, that is at $r=0$ and at the three points with $r=1$, $e^{3i\varphi}=1$. Near the origin $h_{21}\propto\bar z$ winds $-1$ times. Near a satellite $z_0$, with $z=z_0+\delta$, $h_{21}\propto-2z_0\delta+\bar\delta$. The first term is the larger, so the winding is $+1$. The sum is $-1+3=2$.

In the field the upper-right element becomes $\hbar\omega_c(-a^2+\lambda a^\dagger)$ with $\lambda=v_3\sqrt{2\hbar eB}/\hbar\omega_c$. A zero mode $\psi_B=\sum_kc_k|k\rangle$ obeys $a^2\psi_B=\lambda a^\dagger\psi_B$. The coefficient of $|0\rangle$ gives $c_2=0$, and that of $|k+1\rangle$ gives
\begin{equation}
c_{k+3}=\lambda\sqrt{\frac{k+1}{(k+2)(k+3)}}\;c_k .
\end{equation}
The constants $c_0$ and $c_1$ are free. The ratio falls as $\lambda/\sqrt k$, so both solutions are normalizable. On $A_1$ the condition is $a^{\dagger2}\psi_A=\lambda a\psi_A$. The coefficients of $|0\rangle$ and $|1\rangle$ give $c_1=c_2=0$, and for $k\geq2$
\begin{equation}
c_{k+1}=\frac1\lambda\sqrt{\frac{k(k-1)}{k+1}}\;c_{k-2} .
\end{equation}
This ratio grows as $\sqrt k/\lambda$, so normalizability requires $c_0=0$ and no solution remains. Warping splits the touching point, but the total winding and the two zero modes survive. Since $\lambda\propto1/\sqrt B$, warping grows in importance at low field: for the parameters of part 5 and $v_3=0.1v$ the lowest nonzero pair lies at $\pm1.27\,\hbar\omega_c$ at 1 T, $\pm0.40\,\hbar\omega_c$ at 0.1 T and $\pm0.007\,\hbar\omega_c$ at 0.03 T. At such low fields four levels per valley and spin lie near zero, though only two are exactly at zero.

The energy of the two modes is exactly zero only for the terms kept here. An asymmetry between the layers is one term that moves them. A bias term $\tfrac U2\sigma_z$ in the two-band model moves the $B_2$ modes of valley $K$ to $-U/2$ and the $A_1$ modes of the other valley to $+U/2$.

\subsection*{5. Numbers and range of validity}

The parameters give $m=\gamma_1/2v^2=0.0352\,m_e$ and, at 1 T, $\hbar\omega_c=\hbar eB/m=3.291$ meV. The first positive level is $3.291\times\sqrt2=4.654$ meV. For one valley and one spin each level holds $eB/h=2.418\times10^{10}$ cm$^{-2}$, and the zero-energy states together hold eight times this, $1.934\times10^{11}$ cm$^{-2}$.

For the levels of $H_4$, use the amplitudes $(\alpha,\beta,\chi,\delta)$ of $(|n-2\rangle,|n-1\rangle,|n-1\rangle,|n\rangle)$ and set $s=v\sqrt{2\hbar eB}$. The outer rows give $\alpha=s\sqrt{n-1}\,\beta/E$ and $\delta=s\sqrt n\,\chi/E$. The inner rows become
\begin{equation}
\left(E-\frac{s^2(n-1)}E\right)\beta=\gamma_1\chi,\qquad
\left(E-\frac{s^2n}E\right)\chi=\gamma_1\beta .
\end{equation}
Multiplying them yields
\begin{equation}
E^4-E^2\left[\gamma_1^2+(2n-1)s^2\right]+s^4n(n-1)=0 .
\end{equation}
For the low levels $E^4$ is smaller than $\gamma_1^2E^2$ by $E^2/\gamma_1^2$, which is of second order. Dropping it and using $s^2/\gamma_1=\hbar\omega_c$,
\begin{equation}
E\approx\frac{\hbar\omega_c\sqrt{n(n-1)}}{\sqrt{1+(2n-1)\hbar\omega_c/\gamma_1}}
\approx\hbar\omega_c\sqrt{n(n-1)}\left[1-\left(n-\tfrac12\right)\frac{\hbar\omega_c}{\gamma_1}\right].
\end{equation}
At 1 T and $n=2$ the correction is $-1.5\times3.291/400=-1.2\%$. Diagonalizing $H_4$ gives 4.598 meV, which is 1.2\% below the two-band value. For $n=6$ the difference is $-4.2\%$. At 10 T it is $-10\%$ for $n=2$ and $-25\%$ for $n=6$, so the two-band levels are then rough estimates.

Both zero modes survive in $H_4$. For $n=0$ the state $|0\rangle$ on $B_2$ is annihilated by $v\pi^\dagger$. For $n=1$ the amplitudes $\chi=0$, $\beta=-s\delta/\gamma_1$ solve all rows at $E=0$, with a small part of the state on $B_1$.

For the first level, warping matters more at this field than the four-band correction. For $v_3=0.1v$ one finds $\lambda=1.10$, and the first positive level of the two-band model drops from $1.414$ to $1.275\,\hbar\omega_c$, about 10\%. These numbers belong to the model. In real bilayer graphene $\gamma_4$ (with velocity $v_4$) and $\Delta'$ keep the layers equivalent but break the symmetry between positive and negative energies. For typical values $v_4/v=0.044$ and $\Delta'=0.022$ eV, with signs such that the two effects add, and without warping, the $n=1$ mode moves to $(2v_4/v+\Delta'/\gamma_1)\hbar\omega_c\approx0.47$ meV at 1 T while $n=0$ stays at zero. This is four times the Zeeman splitting of 0.116 meV. The first levels move to $+5.34$ and $-3.96$ meV, about 15\% from the two-band values. The eightfold degeneracy and the value 4.598 meV are therefore not exact for the real material.

The numerical check obtains the two-band levels, with and without warping, by discretizing the differential operators on each sublattice separately, and finds two zero modes on $B_2$ and none on $A_1$ in both cases.

\section*{Table of computed values}
\begin{verbatim}
velocity v = 1.00e+06 m/s, gamma1 = 0.40 eV, B = 1.0 T
effective mass m = 0.03518 electron masses
magnetic length = 25.656 nm
hbar omega_c at 1 T = 3.2911 meV
hbar omega_c at 10 T = 32.911 meV
states per area in one level, eB/h = 2.4180e+10 cm^-2
all zero-energy states (2 valleys, 2 spins) = 1.9344e+11 cm^-2
grid levels in units of hbar omega_c, then formula, Onsager, grid - Onsager:
  n=2: 1.4142  1.4142  1.5000  -0.0858
  n=3: 2.4495  2.4495  2.5000  -0.0505
  n=4: 3.4641  3.4641  3.5000  -0.0359
  n=5: 4.4721  4.4721  4.5000  -0.0279
  n=6: 5.4772  5.4772  5.5000  -0.0228
grid zero modes: on B2 = 2, on A1 = 0
lowest grid level from A1 functions = 1.4142 hbar omega_c
winding number, bilayer = 2.000
Berry phase modulo 2 pi, bilayer = 0.000 pi
Berry phase modulo 2 pi, winding one = 1.000 pi
warping: v3/v = 0.10, lam = 1.1025
warping: windings at centre and satellites = -1.00, +1.00, +1.00, +1.00
warping: winding on the large circle = 2.000
warping: zero modes on B2 = 2, on A1 = 0
warping: lowest nonzero level = 1.2746 hbar omega_c
two-band and four-band levels in meV, relative difference in percent:
  1 T, n=2: 4.654  4.598  -1.21 (first order -1.23)
  1 T, n=3: 8.061  7.902  -1.98 (first order -2.06)
  1 T, n=4: 11.401  11.090  -2.73 (first order -2.88)
  1 T, n=5: 14.718  14.210  -3.45 (first order -3.70)
  1 T, n=6: 18.026  17.276  -4.16 (first order -4.53)
  10 T, n=2: 46.54  41.87  -10.0
  10 T, n=6: 180.26  134.67  -25.3
\end{verbatim}
